# Non-Crossing Approximation for the Infinite-U Anderson Model from Exactly Projected Pseudo-Particles

## What symmetry and dimensions fix

An impurity level that holds at most one electron has $N+1$ local states: empty, called $b$, and singly occupied with flavour $\sigma$, called $f_\sigma$. They differ in conserved charge and flavour once the bath is averaged over, so their propagators do not mix. Flavour symmetry makes all $f_\sigma$ propagators equal. Two functions remain, $G_b(\omega)$ and $G_f(\omega)$, each of dimension 1/energy.

A self-energy has the dimension of energy. At lowest order the bath enters through one exchanged electron, hence through the hybridization strength
$$\Gamma(\varepsilon)=\pi\sum_k|V_k|^2\,\delta(\varepsilon-\varepsilon_k),$$
which is an energy. Between the two vertices of that exchange the impurity propagates once in the other local state, which supplies one factor $G$. This suggests $\Sigma\sim\int d\varepsilon\,\Gamma(\varepsilon)\times(\text{occupation factor})\times G$, which is an energy as required; dimensions alone would not single it out, since $\int d\varepsilon\,\Gamma\,\omega\,G^2$ is an energy too. Charge conservation supplies the rest. The state $f_\sigma$ becomes $b$ by emitting an electron into an empty bath state, which gives $1-n_F(\varepsilon)$ and leaves the energy $\omega-\varepsilon$. The state $b$ becomes one of $N$ states $f_\sigma$ by absorbing a bath electron, which gives $N\,n_F(\varepsilon)$ and the energy $\omega+\varepsilon$. The factor $1/\pi$, the use of full propagators inside the integrals, and what is neglected need a derivation.

## Model and theorem

Energies are measured from the chemical potential, $\beta=1/(k_BT)$ and $n_F(\varepsilon)=1/(e^{\beta\varepsilon}+1)$. The symbol $\omega$ denotes an energy, and $\tau$ and $t$ are inverse energies (physical time is $\hbar t$). The Hamiltonian is
$$H=\sum_{k\sigma}\varepsilon_kc^\dagger_{k\sigma}c_{k\sigma}+\varepsilon_d\sum_\sigma f^\dagger_\sigma f_\sigma+\sum_{k\sigma}\left(V_kc^\dagger_{k\sigma}b^\dagger f_\sigma+\text{h.c.}\right),$$
with $b$ a boson, $f_\sigma$ fermions, and the constraint $Q=b^\dagger b+\sum_\sigma f^\dagger_\sigma f_\sigma=1$.

**Assumptions.** (i) The bath is non-interacting, flavour-symmetric, and has a bounded band $|\varepsilon|\le D$. (ii) Double occupancy is forbidden ($U=\infty$). (iii) In the expansion in $V$, contractions of bath operators whose lines cross are dropped.

**Theorem.** Under (i)–(iii), with $\omega$ standing for $\omega+i0^+$,
$$G_f(\omega)=\frac1{\omega-\varepsilon_d-\Sigma_f(\omega)},\qquad \Sigma_f(\omega)=\int d\varepsilon\,\frac{\Gamma(\varepsilon)}\pi[1-n_F(\varepsilon)]\,G_b(\omega-\varepsilon),$$
$$G_b(\omega)=\frac1{\omega-\Sigma_b(\omega)},\qquad \Sigma_b(\omega)=N\int d\varepsilon\,\frac{\Gamma(\varepsilon)}\pi n_F(\varepsilon)\,G_f(\omega+\varepsilon).$$
With $A_a=-\operatorname{Im}G_a/\pi$, the impurity partition function is $Z_{\rm imp}=\int d\omega\,e^{-\beta\omega}[A_b+NA_f]$.

The projection onto $Q=1$ is exact; assumption (iii) is the approximation.

## Lemma 1: exact projection

*The sector $Q=1$ is the electron problem without double occupancy. If $\lambda Q$ is added to $H$, then $e^{\beta\lambda}\langle Q\rangle_\lambda\to Z_{\rm imp}=Z_1/Z_{\rm bath}$ as $\lambda\to\infty$.*

*Proof.* For $Q=1$ the local states are $b^\dagger|{\rm vac}\rangle$ and $f^\dagger_\sigma|{\rm vac}\rangle$. The operator $d_\sigma=b^\dagger f_\sigma$ takes the second to the first with matrix element 1, as an electron annihilator does, and it is fermionic. Hence $H$ has the matrix elements of the $U=\infty$ Anderson model.

Every term of $H$ conserves $Q$, so with $Z_Q$ the partition function of sector $Q$ at $\lambda=0$,
$$e^{\beta\lambda}\langle Q\rangle_\lambda=\frac{Z_1+2e^{-\beta\lambda}Z_2+\dots}{Z_0+e^{-\beta\lambda}Z_1+\dots}=\frac{Z_1}{Z_0}+e^{-\beta\lambda}\left(\frac{2Z_2}{Z_0}-\frac{Z_1^2}{Z_0^2}\right)+\dots$$
At $Q=0$ there is no impurity state, so $Z_0=Z_{\rm bath}$. $\square$

In the same way $\langle O\rangle_\lambda/\langle Q\rangle_\lambda$ tends to the constrained average for any $Q$-conserving $O$ that vanishes at $Q=0$.

**Projected propagators.** For $0<\tau<\beta$ and $a=b,f_\sigma$, the leading part of $\langle a(\tau)a^\dagger(0)\rangle_\lambda$ comes from a trace over $Q=0$. It equals $e^{-\lambda\tau}R_a(\tau)$ with
$$R_a(\tau)=\frac1{Z_{\rm bath}}\operatorname{Tr}_{\rm bath}\left[e^{-(\beta-\tau)H_{\rm bath}}\langle a|e^{-\tau H}|a\rangle\right].$$
One pseudo-particle is present between $0$ and $\tau$ and none outside, so no closed pseudo-particle loops occur. Setting $\tau=\beta$ and summing over local states gives $Z_{\rm imp}=R_b(\beta)+NR_f(\beta)$.

Inserting eigenstates $m$ of sector 0 and $n$ of sector 1 gives
$$R_a(\tau)=\int d\omega\,A_a(\omega)e^{-\omega\tau},\qquad A_a(\omega)=\sum_{mn}\frac{e^{-\beta E_m}}{Z_{\rm bath}}|\langle n|a^\dagger|m\rangle|^2\delta(\omega-E_n+E_m)\ge0,$$
with $\int A_a\,d\omega=R_a(0)=1$.

## Lemma 2: signs and the first crossed term

*Non-crossing contractions contribute with positive sign. The first crossed contraction in $R_a$ is of order $V^6$; there is one, and it is negative.*

*Proof.* Expand $e^{-\tau H}$ in the hybridization. A term that returns to its initial local state has $2n$ vertices, with prefactor $(-1)^{2n}=+1$. Emission ($c^\dagger$) and absorption ($c$) alternate, because $f$ can only emit and $b$ can only absorb. For $t>s$ the bath contractions are
$$\langle c_k(t)c_k^\dagger(s)\rangle=[1-n_F(\varepsilon_k)]e^{-\varepsilon_k(t-s)},\qquad \langle c_k^\dagger(t)c_k(s)\rangle=n_F(\varepsilon_k)e^{\varepsilon_k(t-s)}.$$

A non-crossing contraction contains a line joining two neighbouring vertices. These form either $(f^\dagger_\sigma c)(c^\dagger f_\sigma)$, where $cc^\dagger$ is already adjacent, or $(c^\dagger f_\sigma)(f^\dagger_\sigma c)$, where the even product $f_\sigma f_\sigma^\dagger$ moves out without a sign and acts as 1 on the empty state. The pair can be removed with factor $+1$, and the argument repeats until no vertices are left.

Number the vertices in time. Each odd one is paired with an even one, which gives $n!$ pairings. For $n=2$ both, (12)(34) and (14)(23), are free of crossings. For $n=3$ the six are
$$(12)(34)(56),\ (12)(36)(45),\ (14)(23)(56),\ (16)(23)(45),\ (16)(34)(25),\ (14)(25)(36).$$
The first five do not cross. In the last, each line crosses the other two: three crossings. Each crossing is one exchange of fermion operators relative to a non-crossing pairing of the same operator string, so the sign is $(-1)^3=-1$. $\square$

The non-crossing $Z_{\rm imp}$ is therefore correct through $V^4$ and, at order $V^6$, too large.

**Remark (flavour counting).** The lines of the crossed term force all its flavours to be equal. For $R_b$ it is of order $NV^6$, against $NV^2$ for the lowest term. If $N\Gamma$ is held fixed, $V^2\sim1/N$, and the ratio is of order $1/N^2$. The same ratio holds for $R_f$ ($V^6$ against $V^2$).

**Remark (finite $U$).** With a doubly occupied state, two emissions of different flavour can follow each other and be followed by two absorptions. The pairing (13)(24) is then allowed, so crossed terms start at $V^4$. The equations above do not carry over to finite $U$ with the same accuracy.

## Lemma 3: equations in imaginary time

*The non-crossing sums obey $R_f(0)=R_b(0)=1$ and*
$$R_f'(\tau)=-\varepsilon_dR_f(\tau)+\int_0^\tau ds\,S_f(\tau-s)R_f(s),\qquad R_b'(\tau)=\int_0^\tau ds\,S_b(\tau-s)R_b(s),$$
$$S_f(u)=R_b(u)\int d\varepsilon\,\frac{\Gamma}\pi(1-n_F)e^{-\varepsilon u},\qquad S_b(u)=N R_f(u)\int d\varepsilon\,\frac{\Gamma}\pi n_F\,e^{\varepsilon u}.$$

*Proof.* In a term of $R_f$ with vertices, let the last vertex, at $t$, be joined to the one at $s$. No line may cross this one. The vertices between $s$ and $t$ are then contracted among themselves, and their sum is $R_b(t-s)$. The vertices before $s$ sum to $R_f(s)$. After $t$ the level propagates freely. With $\sum_k|V_k|^2g(\varepsilon_k)=\int d\varepsilon\,(\Gamma/\pi)g(\varepsilon)$,
$$R_f(\tau)=e^{-\varepsilon_d\tau}+\int_0^\tau dt\int_0^tds\,e^{-\varepsilon_d(\tau-t)}S_f(t-s)R_f(s).$$
Differentiating the exponentials gives $-\varepsilon_dR_f$, and differentiating the upper limit gives the integral at $t=\tau$. For $R_b$ the free factor is 1, the line carries $n_Fe^{\varepsilon u}$, and the inner state has $N$ flavours. $\square$

## Proof of the theorem

**Continuation to real time.** At order $2n$ there are at most $4^n$ non-crossing pairings and at most $N^n$ flavour choices. The time integral has volume $|\tau|^{2n}/(2n)!$. With $v^2=\int d\varepsilon\,\Gamma/\pi$, each line is at most $v^2e^{D|\tau|}$. The order-$2n$ term is thus bounded by
$$e^{|\varepsilon_d\tau|}\,\frac{\left(4Nv^2|\tau|^2e^{D|\tau|}\right)^n}{(2n)!},$$
so the series converges for every complex $\tau$. Put $\tau=it$ and $U_a(t)=R_a(it)$. Then $dU_f/dt=iR_f'(it)$, and substituting $s=it'$ in the integral gives a second factor $i$:
$$\frac{dU_f}{dt}=-i\varepsilon_dU_f(t)-\int_0^tdt'\,S_f(i(t-t'))\,U_f(t').$$

**Transform.** For $\operatorname{Im}z>0$ define $G_f(z)=-i\int_0^\infty dt\,e^{izt}U_f(t)$ and $\Sigma_f(z)=-i\int_0^\infty dt\,e^{izt}S_f(it)$, so that the bare integrals are $iG_f$ and $i\Sigma_f$. Integration by parts turns the left side into $-1-iz(iG_f)=-1+zG_f$. The right side is $-i\varepsilon_d(iG_f)-(i\Sigma_f)(iG_f)=\varepsilon_dG_f+\Sigma_fG_f$. Hence
$$G_f(z)=\frac1{z-\varepsilon_d-\Sigma_f(z)}.$$
With $U_b(t)=\int d\omega'A_b(\omega')e^{-i\omega't}$,
$$\Sigma_f(z)=\int d\varepsilon\,\frac\Gamma\pi(1-n_F)\int d\omega'\,\frac{A_b(\omega')}{z-\varepsilon-\omega'}=\int d\varepsilon\,\frac\Gamma\pi(1-n_F)\,G_b(z-\varepsilon).$$
The steps for $b$ are the same with $\varepsilon_d\to0$, $1-n_F\to Nn_F$ and $\varepsilon\to-\varepsilon$.

**Spectral form survives the truncation.** Start from $G_b=1/z$ and insert repeatedly. If $A_b\ge0$, then $\operatorname{Im}\Sigma_f\le0$ in the upper half-plane and $\Sigma_f\to0$ at large $|z|$, so $G_f$ has a non-negative spectral function of weight 1; likewise for $G_b$. Each insertion adds a level of nested lines, so the iterates $U_a(t)$ converge to the full, absolutely convergent series. By Bochner's theorem the limit again has a non-negative spectral function of unit weight. This justifies the transform, since $|U_a|\le1$, and with $Z_{\rm imp}=R_b(\beta)+NR_f(\beta)$ it gives the stated partition function. $\square$

## Corollary 1: thermal functions

Occupations require $a_a(\omega)=e^{-\beta\omega}A_a(\omega)/Z_{\rm imp}$. The imaginary part of $G_f$ gives
$$A_f(\omega)=|G_f(\omega)|^2\int d\varepsilon\,\frac\Gamma\pi(1-n_F)A_b(\omega-\varepsilon).$$
Multiply by $e^{-\beta\omega}=e^{-\beta(\omega-\varepsilon)}e^{-\beta\varepsilon}$ and use $(1-n_F)e^{-\beta\varepsilon}=n_F$. For $b$ use $n_Fe^{\beta\varepsilon}=1-n_F$. The result is
$$a_f(\omega)=|G_f|^2\int d\varepsilon\,\frac\Gamma\pi n_F\,a_b(\omega-\varepsilon),\qquad a_b(\omega)=N|G_b|^2\int d\varepsilon\,\frac\Gamma\pi(1-n_F)\,a_f(\omega+\varepsilon).$$
These equations are linear and homogeneous; $\int(a_b+Na_f)d\omega=1$ sets the scale. The occupations are $n_f=\int a_f$ per flavour and $n_b=\int a_b$.

The equations are useful when the convolutions are done by fast Fourier transform. If $a_f$ is concentrated at $E_f$, then $a_b$ extends down to about $E_f-D$, where $A_b=Z_{\rm imp}e^{\beta\omega}a_b$ is exponentially small and can be lost in the rounding error of the transform. Solving for $a_b$ and $a_f$ directly avoids multiplying that error by the large factor $e^{-\beta\omega}$.

## Corollary 2: the physical spectrum

The electron correlator is $C(\tau)=\langle d_\sigma(\tau)d_\sigma^\dagger(0)\rangle$. If bath lines joining the interval after $d^\dagger_\sigma$ to the rest are dropped, then $C(\tau)=R_b(\beta-\tau)R_f(\tau)/Z_{\rm imp}$. This is a further use of (iii). Each interval begins and ends in the same local state and so has an even number of vertices. A line between the intervals needs at least two vertices in each, so the first neglected term in $Z_{\rm imp}C$ is of order $V^4$.

Comparing with $C(\tau)=\int d\omega\,A_d(\omega)[1-n_F(\omega)]e^{-\omega\tau}$ gives $A_d(1-n_F)=\int d\varepsilon\,a_b(\varepsilon)A_f(\varepsilon+\omega)$. Since $1/(1-n_F)=1+e^{-\beta\omega}$, and $e^{-\beta\omega}a_b(\varepsilon)A_f(\varepsilon+\omega)=A_b(\varepsilon)a_f(\varepsilon+\omega)$,
$$A_d(\omega)=\int d\varepsilon\left[a_b(\varepsilon)A_f(\varepsilon+\omega)+a_f(\varepsilon)A_b(\varepsilon-\omega)\right].$$
The first term adds an electron to the empty impurity, the second removes one. Integration gives $\int A_d=n_b+n_f=1-(N-1)n_f$. The second term equals $n_FA_d$, so $\int n_FA_d=n_f$. For $N\ge2$ the total weight is below 1 because the doubly occupied states are absent.

## Two limits

For $V\to0$ both self-energies vanish and $Z_{\rm imp}=1+Ne^{-\beta\varepsilon_d}$.

For $N\to\infty$ at fixed $N\Gamma$, $\Sigma_f\to0$ and $G_f=1/(\omega-\varepsilon_d)$. Take $T=0$ and constant $\Gamma$ in the band. A pole of $G_b$ at $\omega=\varepsilon_d-T_0$, with $T_0>0$, satisfies
$$\varepsilon_d-T_0=-\frac{N\Gamma}\pi\int_{-D}^0\frac{d\varepsilon}{T_0-\varepsilon}=-\frac{N\Gamma}\pi\ln\frac{D+T_0}{T_0}.$$
Equivalently $T_0=(D+T_0)\,e^{-\pi(T_0-\varepsilon_d)/(N\Gamma)}$. For $\varepsilon_d<0$ and $T_0\ll N\Gamma/\pi,\,D$ this gives $T_0\approx D\,e^{-\pi|\varepsilon_d|/(N\Gamma)}$, the Kondo scale at leading order in $1/N$. It is not analytic in $\Gamma$, so no finite order in $V$ produces it; it comes from summing the lowest-order $\Sigma_b$ to all orders in the denominator of $G_b$. In this limit $G_f$ is bare, so the dressing of the inner propagators plays no part.

## Worked example

**Small cluster.** Take $N=2$, two bath levels per flavour at $-0.40$ and $0.70$ eV, $\varepsilon_d=-0.30$ eV and $k_BT=0.50$ eV. Every bath level couples with $V=0.30$ eV. Diagonalization in the electron space gives $Z_{\rm imp}=5.623987$; the pseudo-particle ensemble at $\lambda=10$ eV agrees to about $10^{-8}$. Raising $\lambda$ from 4 to 5 eV reduces the projection error by the factor 0.13536, against $e^{-2}=0.13534$ from Lemma 1.

The non-crossing value is 5.624241, too large by $2.54\times10^{-4}$, or $4.5\times10^{-5}$ of the exact value. Halving $V$ reduces the error to $3.82\times10^{-6}$, a power of 6.06. Its coefficient extrapolated to small $V$ is $0.3306\ \mathrm{eV}^{-6}$; the crossed term evaluated directly gives $0.3307\ \mathrm{eV}^{-6}$. The error of $Z_{\rm imp}C(\tau)$ at $\tau=\beta/2$ scales with the power 4.05. These tests confirm the orders in Lemma 2 and Corollary 2, and the sign in Lemma 2.

**Continuous band.** The parameters are round and describe no particular material: $N=2$, $\varepsilon_d=-0.30$ eV and $\Gamma(\varepsilon)=(0.10\ \mathrm{eV})\sqrt{1-(\varepsilon/D)^2}$ with $D=1.00$ eV.

At 300 K, $k_BT=0.025852$ eV and $\ln Z_{\rm imp}=14.1462$; the imaginary-time equations of Lemma 3 give the same value within $10^{-4}$. The impurity free energy is
$$F=-k_BT\ln Z_{\rm imp}=-0.025852\times14.1462\ \mathrm{eV}=-0.3657\ \mathrm{eV}.$$
Without hybridization, $\ln(1+2e^{0.30/0.025852})=12.298$ and $F=-0.3179$ eV. Hybridization lowers $F$ by 0.048 eV, close to the shift of the $A_f$ peak from $-0.300$ to $-0.347$ eV.

The occupation per flavour is 0.4457, so the impurity holds $2\times0.4457=0.891$ electrons and is empty with probability 0.109. The weight of $A_d$ is $1-0.4457=0.5543$, as the integrated spectrum confirms.

| $T$ (K) | $A_f$ width (meV) | $A_d(-0.05\,\mathrm{eV})$ | $A_d(0)$ | $A_d(0.05\,\mathrm{eV})$ |
|---|---|---|---|---|
| 600 | 11.3 | 0.643 | 0.579 | 0.412 |
| 300 | 7.3 | 0.605 | 0.769 | 0.470 |
| 75 | 3.5 | 0.500 | 1.373 | 0.452 |

The last three columns are in $\mathrm{eV}^{-1}$. The width is the full width at half maximum, counted on a frequency grid of step 0.25 meV; widths and peak positions are uncertain by about one step. At 600 K the spectrum near the Fermi level is broad, with its largest value within 0.1 eV at $-55$ meV. At 75 K there is a distinct peak of $1.52\ \mathrm{eV}^{-1}$ at $+4.8$ meV, and $A_d(0)$ is 2.37 times its value at 600 K. Meanwhile the total occupation changes only from 0.892 to 0.882. If the level is shifted at 75 K to bring the occupation back to 0.892, $A_d(0)$ is $1.23\ \mathrm{eV}^{-1}$, still 2.12 times its value at 600 K, so most of the growth is not due to the change in charge.

The largest value of $A_b$ lies at $-0.017$ eV at 300 K and at $-0.346$ eV at 75 K, next to the $A_f$ peak at $-0.348$ eV; only these positions were computed, not the shape or width of $A_b$. A maximum of $A_b$ near the $f$ energy is what the large-$N$ pole suggests, though here it lies slightly above the $f$ peak instead of below it. Reading the peak in $A_d$ as the onset of the Kondo resonance is consistent with this, but the peak alone does not establish it, and its height was not compared with an exact result. The case $N=1$ is a warning. There the model is a non-interacting resonant level without a Kondo effect, and for this band the exact value is $A_d(0)=\Gamma(0)/[\pi(\varepsilon_d^2+\Gamma(0)^2)]$. With $\Gamma(0)=0.20$ eV, the same $N\Gamma$ as above, this is $0.49\ \mathrm{eV}^{-1}$, yet the non-crossing equations at 75 K give $1.28\ \mathrm{eV}^{-1}$ and a spurious peak a few meV above the Fermi level. With $\Gamma(0)=0.10$ eV they give $0.58\ \mathrm{eV}^{-1}$ against the exact $0.32\ \mathrm{eV}^{-1}$. At small $N$ the truncation can thus distort $A_d$ near the Fermi level strongly at these temperatures.

**Where the result fails.** The cluster error of $Z_{\rm imp}$ is small at $V/(k_BT)=0.6$, where the six time-ordered vertices of the crossed term carry the factor $(\beta V)^6/6!$; it does not bound the error of the band calculation at 75 K. On cooling, high orders in $V$ matter, and for $N=2$ the factor $1/N^2$ gives little protection. Nothing in assumption (iii) enforces the Fermi-liquid relations expected of the single-channel model as $T\to0$, so the equations should not be relied on in that limit. The numerical output follows.

## Computed values

```
Cluster: kT = 0.50 eV, level = -0.30 eV, bath levels = -0.40, 0.70 eV
Cluster V = 0.30 eV: exact Z_imp (electrons) = 5.62398682
Same from pseudo-particles, lambda = 10 eV: 5.62398681
Occupation per flavour: electrons 0.37346752, pseudo-particles 0.37346752
Projection error ratio, lambda 5 eV to 4 eV: 0.13536 (exp(-beta*1 eV) = 0.13534)
NCA Z_imp at V = 0.30 eV: 5.62424098, NCA minus exact = 2.542e-04
NCA minus exact at V = 0.15 eV: 3.817e-06
Power of V in the error of Z_imp: 6.057
Error coefficient: 0.33057 eV^-6, crossed diagram: 0.33068 eV^-6
Power of V in the error of the d correlator: 4.046
Band model: N = 2, level = -0.30 eV, Gamma(0) = 0.10 eV, half-width = 1.00 eV
Frequency step = 0.250 meV
T = 600 K: kT = 51.704 meV, iterations = 6
  A_f peak at -0.3460 eV, full width 11.25 meV; A_b peak at -0.0220 eV
  integrals of A_f, A_b: 1.0000000, 1.0000000
  thermal relation: spread of ln Z_imp = 9.5e-12 over 18.3 kT
  n_f per flavour = 0.44616, total = 0.89231, empty = 0.10769
  integral of A_d = 0.55384, occupied part = 0.44616
  ln Z_imp = 7.42374, free energy = -0.38384 eV
  A_d in 1/eV at -0.30 eV: 0.7707, -0.10 eV: 0.6349, -0.05 eV: 0.6429
  A_d in 1/eV at +0.00 eV: 0.5794, +0.05 eV: 0.4116, +0.10 eV: 0.2704
  largest A_d within 0.1 eV of the Fermi level: 0.6432 1/eV at -54.75 meV
T = 300 K: kT = 25.852 meV, iterations = 6
  A_f peak at -0.3468 eV, full width 7.25 meV; A_b peak at -0.0168 eV
  integrals of A_f, A_b: 1.0000000, 1.0000000
  thermal relation: spread of ln Z_imp = 2.4e-11 over 18.6 kT
  n_f per flavour = 0.44573, total = 0.89146, empty = 0.10854
  integral of A_d = 0.55427, occupied part = 0.44573
  ln Z_imp = 14.14618, free energy = -0.36571 eV
  A_d in 1/eV at -0.30 eV: 0.7614, -0.10 eV: 0.5453, -0.05 eV: 0.6047
  A_d in 1/eV at +0.00 eV: 0.7687, +0.05 eV: 0.4698, +0.10 eV: 0.2679
  largest A_d within 0.1 eV of the Fermi level: 0.7692 1/eV at -1.75 meV
  ln Z_imp from imaginary time = 14.14619
T = 75 K: kT = 6.463 meV, iterations = 7
  A_f peak at -0.3480 eV, full width 3.50 meV; A_b peak at -0.3463 eV
  integrals of A_f, A_b: 1.0000000, 1.0000000
  thermal relation: spread of ln Z_imp = 4.7e-11 over 18.5 kT
  n_f per flavour = 0.44119, total = 0.88239, empty = 0.11761
  integral of A_d = 0.55881, occupied part = 0.44119
  ln Z_imp = 54.63640, free energy = -0.35312 eV
  A_d in 1/eV at -0.30 eV: 0.7488, -0.10 eV: 0.5036, -0.05 eV: 0.5001
  A_d in 1/eV at +0.00 eV: 1.3732, +0.05 eV: 0.4523, +0.10 eV: 0.2611
  largest A_d within 0.1 eV of the Fermi level: 1.5185 1/eV at 4.75 meV
A_d(0) at 75 K over A_d(0) at 600 K: 2.370
```
